**Callaway conductivity and its Ziman limit in a Debye solid**

The program tests $\kappa=(Cv^2/3)\left[\langle\tau_c\rangle+\langle\tau_c/\tau_N\rangle^2/\langle\tau_c/(\tau_N\tau_R)\rangle\right]$ and its limit $(Cv^2/3)/\langle1/\tau_R\rangle$ for dominant normal scattering. Here $C$ is the heat capacity per volume, $v$ the common phonon speed, $\tau_R$ and $\tau_N$ the resistive and normal relaxation times, $1/\tau_c=1/\tau_R+1/\tau_N$, and the brackets are averages with weight $x^4n_0(n_0+1)$, where $x=\hbar\omega/k_BT$ and $n_0$ is the Planck function. An independent solution keeps the full displaced Planck function, finds the drift velocity by a root search on the normal momentum balance, and integrates the heat current over wavevector and angle. The program asserts that conductivity, drift velocity and distribution agree with the formulas to a relative $10^{-5}$ at three normal scattering strengths. It also asserts the detailed balance of a sample normal process, the leading excess above the Ziman limit, and the upper and lower bounds for 200 sets of random rates. In the worked case both roads give 1571.10 W/(m K), of which the drift term supplies 886.35 W/(m K). As normal scattering grows, the total falls towards the Ziman value of 826.55 W/(m K).

## Program and output

```python
"""Callaway conductivity and its Ziman limit for an isotropic Debye solid.

Result under test:
  kappa = (C v^2/3) [ <tc> + <tc/tN>^2 / <tc/(tN tR)> ]
  kappa -> (C v^2/3) / <1/tR>   when normal scattering dominates
tR, tN : resistive and normal relaxation times; 1/tc = 1/tR + 1/tN
x      : hbar omega/(kB T);  n0 : Planck occupation
<f>    : average over x with weight x^4 n0 (n0+1), 0 < x < Theta/T
C      : heat capacity per volume, v : common speed of three branches
beta   : drift time, drift velocity u = -beta v^2 grad(T)/T
phi    : deviation time, n - n0 = -phi v_z grad(T) dn0/dT
The independent road solves the kinetic equation on a grid of wavevector
and angle with the full displaced Planck function and a root search for u.
"""
import numpy as np
from scipy.constants import hbar, k as kB
from scipy.optimize import brentq

speed = 5000.0           # m/s
theta = 500.0            # K
temp = 20.0              # K
rate_const = 1.0e6       # 1/s, constant part of the resistive rate
rate_quartic = 5.0e4     # 1/s, coefficient of x^4 in the resistive rate
x_max = theta / temp
q_thermal = kB * temp / (hbar * speed)


def planck(y):
    return 1.0 / np.expm1(y)


def resistive_rate(x):
    return rate_const + rate_quartic * x**4


def normal_rate(x, g):
    return g * x**2


# Quadrature for the derived formula; cubic map resolves small x.
nodes, weights = np.polynomial.legendre.leggauss(400)
t = 0.5 * (nodes + 1)
xf = x_max * t**3
measure_f = 0.5 * weights * 3 * x_max * t**2
thermal_weight = measure_f * xf**4 * planck(xf) * (planck(xf) + 1)
weight_sum = thermal_weight.sum()
heat_capacity = 3 * kB * q_thermal**3 * weight_sum / (2 * np.pi**2)
prefactor = heat_capacity * speed**2 / 3


def average(f):
    return np.sum(thermal_weight * f) / weight_sum


def callaway(rR, rN):
    """Return <tc>, the drift contribution, and beta, all in seconds."""
    tc = 1 / (rR + rN)
    a, b, c = average(tc), average(tc * rN), average(tc * rN * rR)
    return a, b * b / c, b / c


def kinetic_solution(rR_function, rN_function, gradient=1.0):
    """Solve for the drift velocity and integrate the heat current."""
    s, ws = np.polynomial.legendre.leggauss(300)
    s = 0.5 * (s + 1)
    x = (x_max * s**2)[:, None]
    dx = (0.5 * ws * 2 * x_max * s)[:, None]
    mu, wmu = np.polynomial.legendre.leggauss(12)
    q = q_thermal * x
    states = 3 * q**2 * q_thermal * dx * wmu / (4 * np.pi**2)
    rR, rN = rR_function(x), rN_function(x)
    n0 = planck(x)
    dT = 1e-3
    slope = (planck(x * temp / (temp + dT))
             - planck(x * temp / (temp - dT))) / (2 * dT)

    def occupations(u):
        displaced = planck(x * (1 - mu * u / speed))
        n = (n0 * rR + displaced * rN
             - speed * mu * gradient * slope) / (rR + rN)
        return n, displaced

    def normal_momentum_loss(u):
        n, displaced = occupations(u)
        return np.sum(states * hbar * q * mu * (n - displaced) * rN)

    u = brentq(normal_momentum_loss, -10.0, 0.0, xtol=1e-13)
    n, _ = occupations(u)
    current = np.sum(states * hbar * speed * q * speed * mu * n)
    odd = 0.5 * (n - n[:, ::-1])
    phi = -odd[:, -1] / (speed * mu[-1] * gradient * slope[:, 0])
    return -current / gradient, u, x[:, 0], phi


# Displaced Planck function: balanced by normal, not by Umklapp processes.
rng = np.random.default_rng(7)
q1, q2 = rng.normal(size=3), rng.normal(size=3)
drift = np.array([0.05, 0.02, -0.03])
recip = np.array([3.0, 0.0, 0.0])
e1, e2 = 1.3, 2.1


def backward_over_forward(q3):
    n1, n2 = planck(e1 - q1 @ drift), planck(e2 - q2 @ drift)
    n3 = planck(e1 + e2 - q3 @ drift)
    return (n1 + 1) * (n2 + 1) * n3 / (n1 * n2 * (n3 + 1))


ratio_normal = backward_over_forward(q1 + q2)
ratio_umklapp = backward_over_forward(q1 + q2 - recip)
assert abs(ratio_normal - 1) < 1e-12
assert abs(np.log(ratio_umklapp) + recip @ drift) < 1e-12

# Formula against the kinetic solution: conductivity, drift, distribution.
rR = resistive_rate(xf)
kinetic = {}
for g in (1e5, 1e7, 1e9):
    first, second, beta = callaway(rR, normal_rate(xf, g))
    kappa_k, u_k, x_k, phi_k = kinetic_solution(
        resistive_rate, lambda x: normal_rate(x, g))
    kinetic[g] = (kappa_k, u_k)
    assert abs(kappa_k / (prefactor * (first + second)) - 1) < 1e-5
    assert abs(u_k / (-beta * speed**2 / temp) - 1) < 1e-5
    rN_k = normal_rate(x_k, g)
    phi_formula = (1 + beta * rN_k) / (resistive_rate(x_k) + rN_k)
    assert np.max(np.abs(phi_k / phi_formula - 1)) < 1e-5

# A resistive rate independent of x makes normal scattering irrelevant.
flat_rate = 1e7
kappa_flat = kinetic_solution(lambda x: flat_rate + 0 * x,
                              lambda x: normal_rate(x, 1e7))[0]
assert abs(kappa_flat / (prefactor / flat_rate) - 1) < 1e-5

# Ziman limit from the kinetic solution, and the leading excess above it.
mean_rate = average(rR)
kappa_ziman = prefactor / mean_rate
kappa_resistive = prefactor * average(1 / rR)
kappa_strong = kinetic_solution(resistive_rate,
                                lambda x: normal_rate(x, 1e10))[0]
assert abs(kappa_strong / kappa_ziman - 1) < 2e-3
excess = {}
# The next correction is smaller only by a factor of order g^(-1/2).
for g, tolerance in ((1e10, 1e-2), (1e12, 1e-3)):
    rN = normal_rate(xf, g)
    actual = prefactor * sum(callaway(rR, rN)[:2]) - kappa_ziman
    leading = prefactor * average((1 - rR / mean_rate)**2 / rN)
    excess[g] = (actual, leading)
    assert abs(actual / leading - 1) < tolerance

# Weak normal scattering returns the purely resistive conductivity.
weak = prefactor * sum(callaway(rR, normal_rate(xf, 1.0))[:2])
assert abs(weak / kappa_resistive - 1) < 1e-4

# Bounds and monotonic decrease for arbitrary positive rates.
for _ in range(200):
    random_R = np.exp(1.5 * rng.normal(size=xf.size))
    random_N = np.exp(1.5 * rng.normal(size=xf.size))
    value = sum(callaway(random_R, random_N)[:2])
    doubled = sum(callaway(random_R, 2 * random_N)[:2])
    assert 1 / average(random_R) < doubled < value < average(1 / random_R)

# Worked case.
g_work = 1e7
rN = normal_rate(xf, g_work)
tc = 1 / (rR + rN)
first, second, beta = callaway(rR, rN)
phi = tc * (1 + beta * rN)
momentum_balance = average(phi * rR)
assert abs(momentum_balance - 1) < 1e-10

print(f"speed v = {speed:.0f} m/s")
print(f"Debye temperature = {theta:.0f} K, T = {temp:.0f} K")
print(f"cutoff x_D = {x_max:.1f}")
print(f"resistive rate: constant part = {rate_const:.1e} 1/s")
print(f"resistive rate: x^4 coefficient = {rate_quartic:.1e} 1/s")
print(f"weight integral of x^4 n0(n0+1) = {weight_sum:.4f}")
print(f"heat capacity C = {heat_capacity:.1f} J/(m^3 K)")
print(f"C v^2/3 = {prefactor:.5e} W/(m K s)")
print(f"<1/tau_R> = {mean_rate:.5e} 1/s")
print(f"1/<1/tau_R> = {1e9 / mean_rate:.3f} ns")
print(f"<tau_R> = {1e9 * average(1 / rR):.3f} ns")
print(f"kappa, resistive only = {kappa_resistive:.1f} W/(m K)")
print(f"kappa, Ziman limit = {kappa_ziman:.2f} W/(m K)")
print(f"backward/forward, normal process = {ratio_normal:.6f}")
print(f"backward/forward, Umklapp example = {ratio_umklapp:.6f}")
print(f"  its hbar G.u/(kB T) = {recip @ drift:.3f}")
print(f"Worked case, g = {g_work:.1e} 1/s")
print(f"<tau_c> = {1e9 * first:.4f} ns")
print(f"<tau_c/tau_N> = {average(tc * rN):.5f}")
print(f"<tau_c/(tau_N tau_R)> = {average(tc * rN * rR):.5e} 1/s")
print(f"beta = {1e9 * beta:.4f} ns")
print(f"drift part of <phi> = {1e9 * second:.4f} ns")
print(f"<phi/tau_R> = {momentum_balance:.8f}")
print(f"kappa first term = {prefactor * first:.2f} W/(m K)")
print(f"kappa drift term = {prefactor * second:.2f} W/(m K)")
print(f"kappa total = {prefactor * (first + second):.2f} W/(m K)")
print(f"kappa kinetic solution = {kinetic[g_work][0]:.2f} W/(m K)")
print(f"u at gradient +1 K/m = {1e3 * kinetic[g_work][1]:.3f} mm/s")

print("phi(x) and beta in ns:")
for g in (1e7, 1e9):
    b = callaway(rR, normal_rate(xf, g))[2]
    values = []
    for x in (1.0, 4.0, 8.0):
        r = normal_rate(x, g)
        values.append(1e9 * (1 + b * r) / (resistive_rate(x) + r))
    print(f" g={g:.0e} 1/s: x=1: {values[0]:.3f}, x=4: {values[1]:.3f},"
          f" x=8: {values[2]:.3f}, beta: {1e9 * b:.3f}")

print("g (1/s) | first, drift, total kappa in W/(m K) | total/Ziman")
previous = kappa_resistive
for g in (1e5, 1e6, 1e7, 1e8, 1e9, 1e10):
    a, b, _ = callaway(rR, normal_rate(xf, g))
    total = prefactor * (a + b)
    assert kappa_ziman < total < previous
    previous = total
    print(f" {g:.0e} | {prefactor * a:.2f}, {prefactor * b:.2f},"
          f" {total:.2f} | {total / kappa_ziman:.4f}")

print("excess over Ziman limit in W/(m K): actual, leading formula")
for g, (actual, leading) in excess.items():
    print(f" g={g:.0e} 1/s: {actual:.6f}, {leading:.6f}")
print(f"kappa for flat resistive rate {flat_rate:.0e} 1/s:")
print(f" kinetic {kappa_flat:.2f}, C v^2 tau_R/3"
      f" {prefactor / flat_rate:.2f} W/(m K)")
print("OK")
```

Running it gives:

```
speed v = 5000 m/s
Debye temperature = 500 K, T = 20 K
cutoff x_D = 25.0
resistive rate: constant part = 1.0e+06 1/s
resistive rate: x^4 coefficient = 5.0e+04 1/s
weight integral of x^4 n0(n0+1) = 25.9758
heat capacity C = 7827.9 J/(m^3 K)
C v^2/3 = 6.52323e+10 W/(m K s)
<1/tau_R> = 7.89214e+07 1/s
1/<1/tau_R> = 12.671 ns
<tau_R> = 151.497 ns
kappa, resistive only = 9882.5 W/(m K)
kappa, Ziman limit = 826.55 W/(m K)
backward/forward, normal process = 1.000000
backward/forward, Umklapp example = 0.860708
  its hbar G.u/(kB T) = 0.150
Worked case, g = 1.0e+07 1/s
<tau_c> = 10.4970 ns
<tau_c/tau_N> = 0.87680
<tau_c/(tau_N tau_R)> = 5.65792e+07 1/s
beta = 15.4968 ns
drift part of <phi> = 13.5876 ns
<phi/tau_R> = 1.00000000
kappa first term = 684.74 W/(m K)
kappa drift term = 886.35 W/(m K)
kappa total = 1571.10 W/(m K)
kappa kinetic solution = 1571.10 W/(m K)
u at gradient +1 K/m = -19.371 mm/s
phi(x) and beta in ns:
 g=1e+07 1/s: x=1: 104.522, x=4: 20.020, x=8: 12.908, beta: 15.497
 g=1e+09 1/s: x=1: 13.693, x=4: 12.759, x=8: 12.683, beta: 12.708
g (1/s) | first, drift, total kappa in W/(m K) | total/Ziman
 1e+05 | 8491.97, 213.30, 8705.27 | 10.5321
 1e+06 | 3925.85, 763.21, 4689.06 | 5.6731
 1e+07 | 684.74, 886.35, 1571.10 | 1.9008
 1e+08 | 78.47, 837.18, 915.66 | 1.1078
 1e+09 | 8.14, 827.69, 835.83 | 1.0112
 1e+10 | 0.82, 826.66, 827.49 | 1.0011
excess over Ziman limit in W/(m K): actual, leading formula
 g=1e+10 1/s: 0.937199, 0.941170
 g=1e+12 1/s: 0.009408, 0.009412
kappa for flat resistive rate 1e+07 1/s:
 kinetic 6523.23, C v^2 tau_R/3 6523.23 W/(m K)
OK
```
